# The McMurchie–Davidson scheme for Gaussian repulsion integrals, with the (pp|pp) class

Two electrons in a molecule repel each other with energy $1/r_{12}$ in atomic units. In Hartree–Fock theory this repulsion enters the Fock matrix through integrals over four basis functions, which may sit on four different atoms:

$$(ab|cd)=\int\!\!\int \frac{a(\mathbf r_1)\,b(\mathbf r_1)\,c(\mathbf r_2)\,d(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

This is the electrostatic interaction of the charge distribution $ab$ (the bra) with the distribution $cd$ (the ket). For p functions neither distribution is spherical. The question is how to reduce the six-dimensional integral to the repulsion of spherical Gaussian clouds, for which a one-dimensional integral suffices.

## Assumptions and theorem

The functions are real Cartesian Gaussians. With $x_A=x-A_x$ and so on,

$$a(\mathbf r)=x_A^{i_x}y_A^{i_y}z_A^{i_z}e^{-a r_A^2},$$

where $a>0$ also denotes the exponent and the powers are non-negative integers. The function $b$ has centre $\mathbf B$, exponent $b$ and powers $j_x,j_y,j_z$; $c$ and $d$ are built likewise on $\mathbf C$ and $\mathbf D$. Normalization is postponed. Define

$$p=a+b,\quad q=c+d,\quad \alpha=\frac{pq}{p+q},\quad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p},\quad \mathbf Q=\frac{c\mathbf C+d\mathbf D}{q},$$

and write $X_{PA}=P_x-A_x$, $\mathbf R=\mathbf P-\mathbf Q$, and similarly for other pairs of points. The Boys functions are

$$F_n(T)=\int_0^1 s^{2n}e^{-Ts^2}\,ds .$$

**Theorem.** Under these assumptions

$$(ab|cd)=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\sum_{tuv}E^{ab}_{tuv}\sum_{\tau\nu\phi}(-1)^{\tau+\nu+\phi}E^{cd}_{\tau\nu\phi}\,R_{t+\tau,\,u+\nu,\,v+\phi}.$$

Both sums are finite. The coefficient $E^{ab}_{tuv}=E_t^{i_xj_x}E_u^{i_yj_y}E_v^{i_zj_z}$ is a product of one-dimensional coefficients given by Lemma 1, and $R_{tuv}=\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^vF_0(\alpha R^2)$ is given by Lemma 3.

## Lemma 1: the product in Hermite Gaussians

Let $\Omega_{ij}=x_A^i x_B^j e^{-ax_A^2-bx_B^2}$ and $\Lambda_t=\partial_{P_x}^t e^{-px_P^2}$. Then $\Omega_{ij}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t$ with unique coefficients, and

$$E_0^{00}=K=e^{-abX_{AB}^2/p},\qquad E_t^{i+1,j}=\frac{E_{t-1}^{ij}}{2p}+X_{PA}E_t^{ij}+(t+1)E_{t+1}^{ij}.$$

Raising $j$ instead of $i$ replaces $X_{PA}$ by $X_{PB}$. Coefficients with $t<0$ or $t>i+j$ are zero.

*Proof.* Completing the square gives

$$ax_A^2+bx_B^2=px_P^2+aA_x^2+bB_x^2-\frac{(aA_x+bB_x)^2}{p}=px_P^2+\frac{ab}{p}X_{AB}^2 ,$$

because $(a+b)(aA_x^2+bB_x^2)-(aA_x+bB_x)^2=ab(A_x-B_x)^2$. Hence $\Omega_{00}=K\Lambda_0$.

Next, $\Lambda_1=2px_P\Lambda_0$. Apply $\partial_{P_x}^t$ to this equation. Since $\partial_{P_x}x_P=-1$ and higher derivatives of $x_P$ vanish, the Leibniz rule gives

$$\Lambda_{t+1}=2p\,(x_P\Lambda_t-t\Lambda_{t-1})\quad\Longrightarrow\quad x_P\Lambda_t=\frac{\Lambda_{t+1}}{2p}+t\Lambda_{t-1}.$$

It follows that $\Lambda_t$ is $\Lambda_0$ times a polynomial of degree $t$ with leading coefficient $(2p)^t\neq0$. The functions $\Lambda_0,\dots,\Lambda_{i+j}$ therefore form a basis for all polynomials of degree at most $i+j$ times $\Lambda_0$. The product $\Omega_{ij}$ belongs to this space, so its expansion exists and is unique.

Finally, $\Omega_{i+1,j}=x_A\Omega_{ij}$ and $x_A=x_P+X_{PA}$, so

$$\Omega_{i+1,j}=\sum_tE_t^{ij}\left[\frac{\Lambda_{t+1}}{2p}+t\Lambda_{t-1}+X_{PA}\Lambda_t\right].$$

Collecting the factor of each $\Lambda_t$ gives the recurrence. With $x_B=x_P+X_{PB}$ the same argument raises $j$. ∎

For p functions the recurrence is short. Raising $i$ gives $E_0^{10}=KX_{PA}$ and $E_1^{10}=K/(2p)$. Raising $j$ then gives

$$E_0^{11}=X_{PB}E_0^{10}+E_1^{10}=K\left(X_{PA}X_{PB}+\frac1{2p}\right),$$

$$E_1^{11}=\frac{E_0^{10}}{2p}+X_{PB}E_1^{10}=\frac{K(X_{PA}+X_{PB})}{2p},\qquad E_2^{11}=\frac{E_1^{10}}{2p}=\frac{K}{4p^2}.$$

**Remark.** For $t>0$ the function $\Lambda_t$ is a derivative and integrates to zero. The total charge of $ab$ thus sits in the coefficient $E^{ab}_{000}$; the other terms describe its shape.

## Lemma 2: repulsion of two spherical Gaussians

$$V(\mathbf R)=\int\!\!\int\frac{e^{-p|\mathbf r_1-\mathbf P|^2}e^{-q|\mathbf r_2-\mathbf Q|^2}}{r_{12}}\,d^3r_1d^3r_2=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}F_0(\alpha R^2).$$

*Proof.* Insert $1/r_{12}=(2/\sqrt\pi)\int_0^\infty e^{-u^2r_{12}^2}du$. The integrand is positive, so the order of integration may be changed. At fixed $u$ the integral factorizes into three directions. For $x$, the square-completion formula of Lemma 1, applied to the exponents $p$ and $u^2$, gives the integral over $x_1$:

$$\int e^{-p(x_1-P_x)^2-u^2(x_1-x_2)^2}dx_1=\sqrt{\frac{\pi}{p+u^2}}\;e^{-g(x_2-P_x)^2},\qquad g=\frac{pu^2}{p+u^2}.$$

The integral over $x_2$ has exponents $q$ and $g$ and contributes $\sqrt{\pi/(q+g)}\,e^{-qgX_{PQ}^2/(q+g)}$. Now

$$(p+u^2)(q+g)=pq+(p+q)u^2=(p+q)(\alpha+u^2),\qquad \frac{qg}{q+g}=\frac{pqu^2}{(p+q)(\alpha+u^2)}=\frac{\alpha u^2}{\alpha+u^2}.$$

Multiplying the three directions,

$$V=\frac{2}{\sqrt\pi}\,\frac{\pi^3}{(p+q)^{3/2}}\int_0^\infty(\alpha+u^2)^{-3/2}\exp\left(-\frac{\alpha u^2R^2}{\alpha+u^2}\right)du .$$

Substitute $s^2=u^2/(\alpha+u^2)$. Then $u=\sqrt\alpha\,s(1-s^2)^{-1/2}$, $du=\sqrt\alpha\,(1-s^2)^{-3/2}ds$ and $\alpha+u^2=\alpha/(1-s^2)$. The powers of $1-s^2$ cancel and a factor $1/\alpha=(p+q)/(pq)$ remains, which gives the stated result. ∎

**Remark.** For large $T$ the upper limit of $F_0$ may be moved to infinity, so $F_0\to\tfrac12\sqrt{\pi/T}$ and $V\to(\pi/p)^{3/2}(\pi/q)^{3/2}/R$. This is Coulomb's law for the two total charges. At $R=0$, $F_0=1$ and the repulsion is finite.

## Lemma 3: Hermite Coulomb integrals

Define $R^{n}_{tuv}=\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^v\left[(-2\alpha)^nF_n(\alpha R^2)\right]$, so that $R_{tuv}=R^0_{tuv}$. Then

$$R^n_{t+1,u,v}=t\,R^{n+1}_{t-1,u,v}+X_{PQ}R^{n+1}_{tuv},$$

with the analogous relations for $u$ with $Y_{PQ}$ and for $v$ with $Z_{PQ}$.

*Proof.* Differentiating the definition of $F_n$ under the integral gives $F_n'(T)=-F_{n+1}(T)$. Since $\partial_{P_x}(\alpha R^2)=2\alpha X_{PQ}$,

$$\partial_{P_x}R^n_{000}=(-2\alpha)^n(-F_{n+1})\,2\alpha X_{PQ}=X_{PQ}R^{n+1}_{000}.$$

Apply $\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^v$. The factor $X_{PQ}$ depends on neither $P_y$ nor $P_z$, and its first derivative with respect to $P_x$ is 1, so the Leibniz rule yields two terms, which are those stated. ∎

## Proof of the theorem

By Lemma 1 in each direction,

$$a(\mathbf r_1)b(\mathbf r_1)=\sum_{tuv}E^{ab}_{tuv}\,\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^v\,e^{-p|\mathbf r_1-\mathbf P|^2},$$

and likewise for $cd$ with derivatives with respect to $\mathbf Q$. The derivatives act on the Gaussian alone. The coefficients $E$ are numbers fixed by the actual geometry and are not differentiated, although their values depend on the centres.

For $\mathbf P$ and $\mathbf Q$ in a bounded region, each differentiated integrand is bounded by a fixed Gaussian-decaying function divided by $r_{12}$, which is integrable. The derivatives may therefore be taken outside the integral, where they act on $V(\mathbf P-\mathbf Q)$. Because $V$ depends only on the difference, each $\partial_Q$ equals $-\partial_P$. The ket derivatives thus give $(-1)^{\tau+\nu+\phi}$ and add their orders to those of the bra. Lemma 2 supplies the prefactor and $F_0$. ∎

**Remark on scope.** The proof rests on the product of two Gaussians being a Gaussian times a polynomial. Exponential functions $e^{-\zeta r}$ on different centres lack this property, and the scheme does not apply to them directly. A different interaction depending on $r_{12}$ would leave Lemma 1 intact but change $V$.

## Evaluating the Boys functions

Integrating $s^{2n}$ by parts gives

$$F_n(T)=\frac{e^{-T}+2T\,F_{n+1}(T)}{2n+1}.$$

Repeated substitution produces a series of positive terms,

$$F_n(T)=e^{-T}\sum_{k=0}^\infty\frac{(2T)^k}{(2n+1)(2n+3)\cdots(2n+2k+1)}.$$

It converges to $F_n$ because the remainder after $k$ substitutions, $(2T)^kF_{n+k}(T)/[(2n+1)(2n+3)\cdots(2n+2k-1)]$, tends to zero: $F_{n+k}\le1$, and each further substitution multiplies the factor in front of it by $2T/(2n+2k+1)$, which itself tends to zero. The series is used for the highest order, and the recurrence then runs downward. Each downward step adds positive numbers, so no digits are lost by cancellation.

The upward form, $F_{n+1}=[(2n+1)F_n-e^{-T}]/(2T)$, subtracts nearly equal numbers at small $T$. An error in $F_0$ reaches $F_4$ multiplied by $1\cdot3\cdot5\cdot7/(2T)^4$, about $7\times10^8$ at $T=0.01$. The rounding error of $e^{-T}$ enters the first step and is amplified by nearly the same factor, with opposite sign. With double-precision rounding near $10^{-16}$ in both inputs, this agrees in size with the absolute error of $7.0\times10^{-8}$ found for $F_4$ in the numerical check, which is the sum of about $+1.05\times10^{-7}$ from $F_0$ and $-3.5\times10^{-8}$ from $e^{-T}$. At very large $T$ the series becomes long and $e^{-T}$ underflows, so another evaluation is needed there.

## Assembly of the (pp|pp) class

A p shell has three components, so the class contains $3^4=81$ integrals. The powers of a p–p pair add up to 2, hence $t+u+v\le2$. This leaves 10 Hermite functions per pair. The sum of bra and ket orders is at most 4, which requires 35 values $R_{tuv}$.

Let $h$ and $k$ label the triples for bra and ket, and let $|k|$ be the sum of the three orders in $k$. With $M_{hk}=(-1)^{|k|}R_{h+k}$, the class is

$$\mathbf I=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\;\mathbf E^{ab}\,\mathbf M\,(\mathbf E^{cd})^{\mathsf T},$$

a product of matrices of size $9\times10$, $10\times10$ and $10\times9$. The matrix $\mathbf M$ is shared by all 81 integrals.

Normalization follows from

$$\int x^2e^{-2ar^2}d^3r=\frac{1}{4a}\left(\frac{\pi}{2a}\right)^{3/2}\quad\Longrightarrow\quad N_a=2\sqrt a\left(\frac{2a}{\pi}\right)^{3/4}.$$

A contracted function is a fixed sum of normalized primitives, divided by the square root of its self-overlap. Its integrals are the corresponding weighted sums of primitive classes.

## A class followed by hand

Place four p primitives on the $z$ axis at heights 0, 1, 2 and 3.5 bohr, with exponents $a=1.0$, $b=0.5$, $c=0.8$, $d=0.4$ bohr$^{-2}$. Unnormalized quantities are given in atomic units. Then $p=1.5$, $q=1.2$, $\alpha=1.8/2.7=0.66667$, $P_z=0.33333$, $Q_z=2.5$, $Z_{PQ}=-2.16667$ and $T=\alpha Z_{PQ}^2=3.12963$.

For the element $(zz|zz)$ the $x$ and $y$ factors are 1. In the bra, $K=e^{-1/3}=0.71653$, $Z_{PA}=1/3$, $Z_{PB}=-2/3$ and $1/(2p)=1/3$. The closed forms give

$$E_0=K\left(-\tfrac29+\tfrac13\right)=0.07961,\quad E_1=K\left(-\tfrac13\right)\tfrac13=-0.07961,\quad E_2=\tfrac K9=0.07961 .$$

In the ket, $K'=e^{-0.6}=0.54881$, $Z_{QC}=0.5$, $Z_{QD}=-1$ and $1/(2q)=0.41667$, so

$$E'_0=K'(-0.5+0.41667)=-0.04573,\quad E'_1=K'(-0.5)(0.41667)=-0.11434,\quad E'_2=K'(0.41667)^2=0.09528 .$$

The Boys functions $F_0$ to $F_4$ are 0.494766, 0.072058, 0.027550, 0.015020 and 0.009811. Write $Z=Z_{PQ}$ and $f_n=(-2\alpha)^nF_n$. Repeated use of Lemma 3 gives

$$R_{000}=f_0,\quad R_{001}=Zf_1,\quad R_{002}=f_1+Z^2f_2,$$

$$R_{003}=3Zf_2+Z^3f_3,\quad R_{004}=3f_2+6Z^2f_3+Z^4f_4 .$$

For instance, $R_{001}=(-2.16667)(-1.33333)(0.072058)=0.20817$. The five values are 0.49477, 0.20817, 0.13384, 0.04378 and $-0.17258$.

Terms with the same total order $N=t+\tau$ share one $R_{00N}$. Their signed weights $W_N=\sum_{t+\tau=N}(-1)^\tau E_tE'_\tau$ are

$$W_0=E_0E'_0=-0.003641,\qquad W_1=E_1E'_0-E_0E'_1=0.012744,$$

$$W_2=E_2E'_0-E_1E'_1+E_0E'_2=-0.005158,$$

$$W_3=-E_2E'_1+E_1E'_2=0.001517,\qquad W_4=E_2E'_2=0.007586 .$$

Multiplying each $W_NR_{00N}$ by the prefactor 11.82906 and adding,

$$(zz|zz)=-0.02131+0.03138-0.00817+0.00079-0.01549=-0.01280 .$$

The product of the four norms is 0.41774, so the integral over normalized primitives is $-0.005346$ hartree. A negative value is possible because the two distributions are different and each changes sign in space. Here their total charges, proportional to $E_0$ and $E'_0$, have opposite signs. This fixes the sign of the integral only at large separation: moving $\mathbf C$ and $\mathbf D$ together 0.5 bohr further out leaves both charges unchanged but gives $+0.0006$ hartree for normalized primitives. The charge–charge term $N=0$ is not a good estimate by itself, since the $N=1$ term is larger in magnitude and the $N=4$ term is not much smaller. Without the ket sign the sum would be $-0.03823$, about three times too large in magnitude.

Reflection in the planes $x=0$ and $y=0$ makes every integral vanish in which $x$ or $y$ occurs an odd number of times. This leaves 1 integral of type $zzzz$, 6 with two $x$ and two $z$, 6 with two $y$ and two $z$, 6 with two $x$ and two $y$, and one each of $xxxx$ and $yyyy$. The total is 21, which is the number of nonzero integrals found.

## Comparison with independent integrals

All 81 primitive integrals were tested against numerical quadrature. It writes $1/r_{12}$ as the Gaussian integral over $u$ from Lemma 2, but integrates over the coordinates and $u$ numerically and uses neither $E$ nor $R$. This was done for the arrangement above and for four centres without a common axis or plane of symmetry. The largest absolute deviations were below $10^{-15}$ atomic units. A contracted class on the latter centres also agreed with the integral routines of PySCF to within $10^{-15}$ hartree.

The last comparison uses N$_2$ in the STO-3G basis at a chosen bond length of 2.1 bohr. The two 2p shells have six functions in all and give $6^4=1296$ integrals, counting those equal by permutation separately. With the molecule along $z$ and atoms $A$ and $B$, some values in hartree are:

- $(z_Az_A|z_Az_A)=0.76280$
- $(z_Az_A|z_Bz_B)=0.52658$
- $(x_Ax_A|x_Bx_B)=0.41356$
- $(z_Az_B|z_Az_B)=0.15154$
- $(x_Ax_B|x_Ax_B)=0.04621$

The largest deviation from PySCF over the whole set is $3.9\times10^{-15}$ hartree. The set includes one-centre classes, for which $\mathbf R=0$ and $T=0$. Two unit point charges at this distance would repel with $1/2.1=0.476$ hartree; the second and third integrals lie on either side of this value and differ by 0.113 hartree, so the orientation of the p clouds matters at bonding distance. Averaged over the three orientations on each atom, the repulsion is 0.444 hartree, below the point-charge value because the clouds overlap.

The agreement establishes that the integrals are correct for the given basis functions. The listed values belong to the basis and not to the molecule: in STO-6G they already shift by up to $4\times10^{-4}$ hartree. It says nothing about how well a minimal basis, or the Hartree–Fock mean field itself, describes N$_2$.

## Computed results

```
WORKED EXAMPLE: four p primitives on the z axis
exponents a b c d (bohr^-2): 1.00  0.50  0.80  0.40
z of centres A B C D (bohr): 0.00  1.00  2.00  3.50
p, q, alpha (bohr^-2): 1.5000  1.2000  0.66666667
P_z, Q_z, P_z-Q_z (bohr): 0.33333333  2.50000000  -2.16666667
Boys argument T (no unit): 3.12962963
K of bra, K of ket (no unit): 0.71653131  0.54881164
bra E_t^11 along z, t=0,1,2 (bohr^(2+t)): 0.07961459  -0.07961459  0.07961459
ket E_t^11 along z, t=0,1,2 (bohr^(2+t)): -0.04573430  -0.11433576  0.09527980
F_0 to F_4 at T (no unit): 0.49476563  0.07205831  0.02754973  0.01502010  0.00981054
R_00N, N=0..4 (bohr^-N): 0.49476563  0.20816845  0.13384350  0.04377814  -0.17258401
signed weights W_N, N=0..4 (bohr^(4+N)): -0.00364112  0.01274391  -0.00515825  0.00151713  0.00758566
prefactor (a.u.): 11.82906151
contributions to (zz|zz), N=0..4 (a.u.): -0.02131005  0.03138109  -0.00816676  0.00078565  -0.01548618
(zz|zz), unnormalized (a.u.): -0.01279626
(zz|zz) with ket sign dropped, wrong (a.u.): -0.03823035
product of four norms (a.u.): 0.41774410
(zz|zz), normalized primitives (hartree): -0.00534556
(xx|xx), unnormalized (a.u.): 0.28628083
(xz|xz), unnormalized (a.u.): 0.02697019
nonzero integrals of the class: 21 of 81
Hermite functions per pair, R values per class: 10 35
CHECKS: largest absolute deviations
Hermite expansion, i,j up to 3 (a.u.): 4.4e-16
Boys functions against quadrature (no unit): 1.4e-16
F_4 at T=0.01, upward recursion error (no unit): 7.0e-08
F_4 at T=0.01, positive series error (no unit): 6.7e-18
35 Hermite Coulomb integrals against derivatives (a.u.): 9.5e-17
class on the z axis against quadrature (a.u.): 5.2e-16
skew four-centre class against quadrature (a.u.): 3.3e-16
skew centres A B C D (bohr): [(0.0, 0.0, 0.0), (0.7, -0.2, 0.5), (-0.4, 0.9, 1.2), (0.3, 1.1, -0.6)]
contracted skew class against library (hartree): 9.2e-16
N2, STO-3G, 2p SHELLS
bond length (bohr): 2.10
integrals compared: 1296
(zA zA|zA zA) scheme, library (hartree): 0.76280454  0.76280454
(zA zA|zB zB) scheme, library (hartree): 0.52657521  0.52657521
(xA xA|xB xB) scheme, library (hartree): 0.41355783  0.41355783
(zA zB|zA zB) scheme, library (hartree): 0.15154298  0.15154298
(xA xB|xA xB) scheme, library (hartree): 0.04621033  0.04621033
largest deviation from library (hartree): 3.9e-15
```
